**Harmonic path integral with P beads: closed form against quadrature**

For a harmonic oscillator of frequency $\omega$ at inverse temperature $\beta$ (with $\hbar=1$), the program tests $Z_P=1/[2\sinh(P\alpha/2)]$ and $E_P=(\omega/2)\coth(P\alpha/2)/\sqrt{1+(\beta\omega/2P)^2}$, where $P$ is the number of beads and $\sinh(\alpha/2)=\beta\omega/2P$. The bead integrals are done by quadrature, with the kernel of one imaginary-time step placed on a position grid. The program asserts that the resulting partition function, its numerical $\beta$-derivative, the mean square displacement and the lowest four levels of the kernel spectrum agree with the closed forms, and it compares the determinant of the ring matrix with $4\sinh^2(P\alpha/2)$. It also asserts the coefficient of the $1/P^2$ error at two temperatures, the factor of about 3 between the energy and free-energy errors at low temperature, and the bead number needed for a one per cent deficit. For $\hbar\omega=0.4$ eV and $k_BT=0.025$ eV, the output shows the energy rising from 0.0250 eV at $P=1$ to 0.1996 eV at $P=128$, against the exact 0.2000 eV. The last table shows the energy of a 16-bead ring falling towards zero on cooling and approaching $Pk_BT$ from below, so the number of beads must grow as the temperature falls.

## Verification by program

```python
"""
Harmonic oscillator, P-bead primitive path integral (hbar = 1, atomic units).
Result under test, with u = beta*omega and sinh(alpha/2) = u/(2P):
    Z_P = 1 / (2 sinh(P alpha/2))
    E_P = -d ln Z_P/d beta = (omega/2) coth(P alpha/2) / sqrt(1 + (u/2P)^2)
At low temperature coth -> 1; at fixed beta the error is of order 1/P^2.
beta: inverse temperature, omega: frequency, P: number of beads.
The bead integrals are done by quadrature: the one-step kernel is put on a
position grid, and Z_P is the trace of its P-th power.
"""
import numpy as np
from scipy import constants

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = constants.physical_constants["Bohr radius"][0] / constants.angstrom
mass = constants.atomic_mass / constants.m_e

omega_ev = 0.4
kt_ev = 0.025
omega = omega_ev / HARTREE_EV
beta_main = HARTREE_EV / kt_ev

grid = np.linspace(-1.5, 1.5, 301)
spacing = grid[1] - grid[0]
potential = 0.5 * mass * omega**2 * grid**2
distance_sq = (grid[:, None] - grid[None, :])**2


def step_kernel(beta, beads):
    """Kernel of one imaginary-time step, including the quadrature weight."""
    tau = beta / beads
    exponent = (-mass * distance_sq / (2 * tau)
                - tau * (potential[:, None] + potential[None, :]) / 2)
    return spacing * np.sqrt(mass / (2 * np.pi * tau)) * np.exp(exponent)


def grid_log_z(beta, beads):
    return np.log(np.sum(np.linalg.eigvalsh(step_kernel(beta, beads))**beads))


def grid_log_top(beta, beads):
    """Contribution of the largest kernel eigenvalue alone to ln Z_P."""
    return beads * np.log(np.linalg.eigvalsh(step_kernel(beta, beads))[-1])


def minus_beta_derivative(function, beta, beads):
    h = 2e-3 * beta
    return -(function(beta - 2*h, beads) - 8*function(beta - h, beads)
             + 8*function(beta + h, beads)
             - function(beta + 2*h, beads)) / (12 * h)


def grid_energy(beta, beads):
    return minus_beta_derivative(grid_log_z, beta, beads)


def grid_mean_square(beta, beads):
    values, vectors = np.linalg.eigh(step_kernel(beta, beads))
    density = (vectors**2) @ values**beads
    return np.sum(grid**2 * density) / np.sum(density)


def level_sum_energy(beta):
    levels = omega * (np.arange(400) + 0.5)
    weights = np.exp(-beta * (levels - levels[0]))
    return np.sum(levels * weights) / np.sum(weights)


def alpha_of(beta, beads):
    return 2 * np.arcsinh(beta * omega / (2 * beads))


def low_t_energy(beta, beads):
    return omega / 2 / np.sqrt(1 + (beta * omega / (2 * beads))**2)


def closed_energy(beta, beads):
    return low_t_energy(beta, beads) / np.tanh(beads*alpha_of(beta, beads)/2)


def error_coefficient(beta):
    """Predicted limit of P^2 (E_P - E) at fixed beta."""
    u = beta * omega
    return omega / 2 * (-u**2 / 8 / np.tanh(u / 2)
                        + u**3 / (48 * np.sinh(u / 2)**2))


beta_warm = 2.0 / omega

# Determinant of the cyclic bead matrix, including one and two beads
for u in (0.7, 5.0, 16.0):
    for beads in (1, 2, 3, 8, 21):
        eye = np.eye(beads)
        ring = ((2 + (u / beads)**2) * eye
                - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0))
        closed = 4 * np.sinh(beads * alpha_of(u / omega, beads) / 2)**2
        assert np.isclose(np.linalg.det(ring), closed, rtol=1e-9)

# Partition function, energy and bead spread from quadrature
for beta in (beta_warm, beta_main):
    for beads in (1, 2, 5, 16):
        closed_z = 1 / (2 * np.sinh(beads * alpha_of(beta, beads) / 2))
        assert np.isclose(np.exp(grid_log_z(beta, beads)), closed_z, rtol=1e-8)
        energy = grid_energy(beta, beads)
        assert np.isclose(energy, closed_energy(beta, beads), rtol=1e-7)
        spread = mass * omega**2 * grid_mean_square(beta, beads)
        assert np.isclose(spread, energy, rtol=1e-7)

# Kernel spectrum, and the low-temperature energy from its top eigenvalue
top_values = np.linalg.eigvalsh(step_kernel(beta_main, 16))[::-1][:4]
predicted = np.exp(-alpha_of(beta_main, 16) * (np.arange(4) + 0.5))
assert np.allclose(top_values, predicted, rtol=1e-8)
for beta, beads in ((beta_warm, 4), (beta_main, 4), (beta_main, 32)):
    top_energy = minus_beta_derivative(grid_log_top, beta, beads)
    assert np.isclose(top_energy, low_t_energy(beta, beads), rtol=1e-7)

# Coefficient of 1/P^2, extrapolated from two bead numbers
coefficients = {}
for beta, beads in ((beta_warm, 8), (beta_main, 64)):
    exact = level_sum_energy(beta)
    coarse = beads**2 * (grid_energy(beta, beads) - exact)
    fine = (2*beads)**2 * (grid_energy(beta, 2*beads) - exact)
    coefficients[beta] = (4 * fine - coarse) / 3
    assert np.isclose(coefficients[beta], error_coefficient(beta), rtol=1e-3)
low_t_coefficient = -omega * (beta_main * omega)**2 / 16
assert np.isclose(coefficients[beta_main], low_t_coefficient, rtol=1e-3)

# Energy error against free-energy error at low temperature
exact_main = level_sum_energy(beta_main)
levels = omega * (np.arange(400) + 0.5)
exact_free = -np.log(np.sum(np.exp(-beta_main * levels))) / beta_main
free_error = -grid_log_z(beta_main, 128) / beta_main - exact_free
energy_error = grid_energy(beta_main, 128) - exact_main
error_quotient = energy_error / free_error
assert abs(error_quotient - 3) < 0.01

# Bead number for a one per cent deficit, tested on both sides
target = 0.01
u_main = beta_main * omega
bead_bound = u_main / 2 / np.sqrt((1 - target)**-2 - 1)
bead_estimate = u_main / np.sqrt(8 * target)
needed = int(np.ceil(bead_bound))
deficit_at = {p: 1 - grid_energy(beta_main, p) / exact_main
              for p in (needed - 1, needed)}
assert deficit_at[needed] <= target < deficit_at[needed - 1]

# Worked example
print("Model oscillator")
print(f"hbar omega = {omega_ev:.3f} eV")
print(f"k_B T = {kt_ev:.4f} eV")
print(f"temperature = {kt_ev * constants.e / constants.k:.1f} K")
print(f"mass = {mass * constants.m_e / constants.atomic_mass:.3f} u")
print(f"u = beta hbar omega = {u_main:.3f} (no unit)")
print(f"exact energy = {exact_main * HARTREE_EV:.7f} eV")
print(f"exact energy = {exact_main:.7f} hartree")
exact_width = np.sqrt(exact_main / (mass * omega**2)) * BOHR_ANG
print(f"exact rms displacement = {exact_width:.5f} angstrom")

print("Beads: E_P (grid), low-T formula, E - E_P in eV; rms in angstrom")
energies = {}
for beads in (1, 4, 8, 16, 32, 64, 128):
    energy = grid_energy(beta_main, beads)
    energies[beads] = energy
    assert np.isclose(energy, closed_energy(beta_main, beads), rtol=1e-7)
    width = np.sqrt(grid_mean_square(beta_main, beads)) * BOHR_ANG
    print(f"P={beads:3d}  {energy*HARTREE_EV:.6f}"
          f"  {low_t_energy(beta_main, beads)*HARTREE_EV:.6f}"
          f"  {(exact_main-energy)*HARTREE_EV:.6f}  {width:.5f}")

alpha16 = alpha_of(beta_main, 16)
print("Details for P = 16")
print(f"epsilon = u/P = {u_main / 16:.4f} (no unit)")
print(f"alpha = {alpha16:.6f} (no unit)")
print(f"P alpha = {16 * alpha16:.5f} (no unit)")
print(f"Z_P from grid = {np.exp(grid_log_z(beta_main, 16)):.6e} (no unit)")
print(f"coth(P alpha/2) - 1 = {2/np.expm1(16*alpha16):.3e} (no unit)")
print(f"E_P = {energies[16]:.7f} hartree")

print("Convergence")
for beads in (16, 32, 64):
    quotient = (energies[beads]-exact_main) / (energies[2*beads]-exact_main)
    print(f"error(P={beads}) / error(P={2*beads}) = {quotient:.4f}")
print(f"P^2 (E_P-E), grid limit = {coefficients[beta_main]*HARTREE_EV:.4f} eV")
print(f"-hbar omega u^2/16 = {low_t_coefficient*HARTREE_EV:.4f} eV")
print(f"energy error / free-energy error, P=128 = {error_quotient:.4f}")
print(f"relative deficit allowed = {100 * target:.1f} per cent")
print(f"bead bound = {bead_bound:.3f}, estimate = {bead_estimate:.3f}")
print(f"beads needed = {needed}")
for beads, deficit in deficit_at.items():
    print(f"deficit at P={beads}: {100 * deficit:.4f} per cent")

print("Cooling at P = 16: k_B T, E_P (grid), P k_B T in eV")
for cold_kt in (0.025, 0.0125, 0.00625, 0.00025):
    cold_energy = grid_energy(HARTREE_EV / cold_kt, 16) * HARTREE_EV
    print(f"{cold_kt:.5f}  {cold_energy:.6f}  {16 * cold_kt:.6f}")
assert abs(cold_energy / (16 * cold_kt) - 1) < 1e-3

print("success")
```

Printed output:

```
Model oscillator
hbar omega = 0.400 eV
k_B T = 0.0250 eV
temperature = 290.1 K
mass = 1.000 u
u = beta hbar omega = 16.000 (no unit)
exact energy = 0.2000000 eV
exact energy = 0.0073499 hartree
exact rms displacement = 0.07229 angstrom
Beads: E_P (grid), low-T formula, E - E_P in eV; rms in angstrom
P=  1  0.025000  0.024807  0.175000  0.02556
P=  4  0.089444  0.089443  0.110556  0.04834
P=  8  0.141422  0.141421  0.058578  0.06078
P= 16  0.178886  0.178885  0.021115  0.06836
P= 32  0.194029  0.194029  0.005971  0.07120
P= 64  0.198456  0.198456  0.001544  0.07201
P=128  0.199611  0.199611  0.000389  0.07222
Details for P = 16
epsilon = u/P = 1.0000 (no unit)
alpha = 0.962424 (no unit)
P alpha = 15.39878 (no unit)
Z_P from grid = 4.531039e-04 (no unit)
coth(P alpha/2) - 1 = 4.106e-07 (no unit)
E_P = 0.0065739 hartree
Convergence
error(P=16) / error(P=32) = 3.5359
error(P=32) / error(P=64) = 3.8665
error(P=64) / error(P=128) = 3.9653
P^2 (E_P-E), grid limit = -6.3998 eV
-hbar omega u^2/16 = -6.4000 eV
energy error / free-energy error, P=128 = 2.9965
relative deficit allowed = 1.0 per cent
bead bound = 56.143, estimate = 56.569
beads needed = 57
deficit at P=56: 1.0050 per cent
deficit at P=57: 0.9706 per cent
Cooling at P = 16: k_B T, E_P (grid), P k_B T in eV
0.02500  0.178886  0.400000
0.01250  0.141421  0.200000
0.00625  0.089443  0.100000
0.00025  0.003999  0.004000
success
```
